Is the bottom of a deep hole always coated thinnest?

**Question**

I am modelling deposition into a circular hole of the DRAM-capacitor kind, 100 nm wide and 2000 nm deep. As a pessimistic first case I let every molecule stick where it first lands. I expected the thinnest film on the bottom, the surface farthest from the opening, and planned to use the bottom thickness as my acceptance criterion: if the bottom is thick enough, everything is.

My simulated profile disagrees. The wall just above the bottom has a much thinner film than the bottom itself, although the two surfaces touch. Is this a bug? If not, how large should the difference be, and does it survive in atomic layer deposition (ALD), where the surface saturates?

**Answer**

It is not a bug. Two surfaces that meet at the corner are equally far from the opening, but they face in different directions. The bottom faces the arriving molecules almost squarely, while the wall receives them at grazing incidence. Distance makes both fluxes small; orientation makes them different.

**The model and the flux integral**

Let the hole have diameter D = 2R, depth L and aspect ratio a = L/D. Some people divide by the radius instead, which would change the factors of two below. Assume that:

- the gas at the opening is isotropic;
- molecules do not collide with each other inside the hole;
- every molecule sticks at its first hit.

Film thickness is then proportional to the direct flux. I give all fluxes relative to the flux J₀ crossing the opening.

An isotropic gas sends J₀/π molecules per second through unit projected area into unit solid angle. Let v be the vector from a receiving point to an element dA of the opening, v its length, ẑ the unit vector along the axis out of the hole, and n the unit normal of the receiving surface. The opening element has projected area dA (v·ẑ)/v. Unit receiving area subtends the solid angle (v·n)/v³. Multiplying these gives

F = (1/π) ∫ (v·ẑ)(v·n)/v⁴ dA.     (1)

**The deep-hole estimate**

Put the receiving point in the corner, with x measured from it towards the hole axis. For every ray v·ẑ = L. The bottom has n = ẑ, so v·n = L. The wall has its normal along x, so v·n = x, the lateral distance to the opening element.

If L is much larger than D, then v⁴ ≈ L⁴ over the whole opening. The mean of x over the opening is R, because the centre of the opening lies a distance R from the wall. Hence

bottom ≈ πR² · L²/(πL⁴) = R²/L² = 1/(4a²),
wall ≈ πR² · LR/(πL⁴) = R³/L³ = 1/(8a³),
bottom/wall ≈ L/R = 2a.     (2)

For your hole a = 2000/100 = 20, so the expected ratio is about 40.

**The corner at any depth**

Equation (1) can be integrated without the deep-hole approximation. Use polar coordinates ρ, φ in the plane of the opening, centred directly above the corner point. The opening is the disc (ρ cos φ − R)² + ρ² sin²φ ≤ R², which reduces to ρ ≤ 2R cos φ with −π/2 < φ < π/2. Also v² = L² + ρ² and x = ρ cos φ. Define c = 2R/L = 1/a and S = √(1+a²).

For the bottom, the radial integral is

∫ L²ρ dρ/(L²+ρ²)² = ½[1 − 1/(1+c² cos²φ)].

The angular integral needed is

K = ∫ dφ/(1+c² cos²φ) = ∫ dt/(1+c²+t²) = π/√(1+c²) = πa/S,

where t = tan φ runs over the whole real line. Therefore

B = (1/2π)(π − K) = (S − a)/(2S).     (3)

For the wall, integration by parts gives

∫ Lρ² dρ/(L²+ρ²)² = ½[arctan(c cos φ) − c cos φ/(1+c² cos²φ)].

This is multiplied by cos φ and integrated over φ. In the arctangent term, integrate cos φ to sin φ. The boundary terms vanish because cos φ = 0 at both ends, and the derivative of the arctangent is −c sin φ/(1+c² cos²φ). So

∫ cos φ arctan(c cos φ) dφ = c ∫ sin²φ/(1+c² cos²φ) dφ.

With sin²φ = 1 − cos²φ, the two terms combine to

W = (c/2π) ∫ (1 − 2cos²φ)/(1+c² cos²φ) dφ.

Since cos²φ/(1+c² cos²φ) = [1 − 1/(1+c² cos²φ)]/c², this becomes

W = (c/2π)[K − 2(π−K)/c²].

Inserting c = 1/a and K = πa/S,

W = 1/(2S) + a²/S − a = (1 + 2a² − 2aS)/(2S) = (S − a)²/(2S).     (4)

The last step uses S² = 1 + a². Because (S−a)(S+a) = 1, the corner ratio is

B/W = 1/(S − a) = S + a.     (5)

It exceeds 1 for every a > 0. In the shallow limit it tends to 1: at the corner of a very shallow step, the bottom and the wall each see half of the incoming distribution. In the deep limit S → a and equation (2) returns.

**The mean over the bottom**

The direct flux at a wall point does not depend on how far the hole continues below it. Equation (4) therefore gives the wall flux at any depth xD:

f(x) = (√(1+x²) − x)²/(2√(1+x²)).     (6)

Let G(x) be the mean direct flux through the cross-section at that depth. Molecules lost between x and x + dx have landed on a wall strip of area πD² dx, while the cross-section has area πD²/4. Conservation gives

−(πD²/4) dG = πD² f dx, so dG/dx = −4f.

Try G = (√(1+x²) − x)². The derivative of √(1+x²) − x is −(√(1+x²) − x)/√(1+x²), so dG/dx = −2G/√(1+x²), which is −4f. Also G(0) = 1, as it must be at the opening. The mean bottom flux is thus

G(a) = (S − a)²,     (7)

and dividing by f(a) gives

mean bottom/adjoining wall = 2S = 2√(1+a²).     (8)

For a = 1 the mean ratio is 2.83 and the corner ratio 2.41. For a = 20 they are 40.05 and 40.02, so 2a = 40 is ample. Direct numerical integration of equation (1) at a = 0.5, 1, 5 and 20 tested equations (3) to (8), with agreement to within one part in a million.

A deep bottom is also nearly evenly coated. For any point on it, v lies between L and √(L²+D²), so its flux lies between 1/(4a²) and that value divided by (1+1/a²)². At a = 20 these bounds differ by about 0.5 %; the actual difference between centre and rim is only about 0.12 %. The wall flux f = G/(2√(1+x²)) falls steadily with depth, since both factors fall. With unit sticking in a deep hole, the thinnest film is therefore on the wall at the corner.

**How much of the wall is thinner than the bottom?**

The weak region is not a narrow ring. Setting the deep form of the wall flux equal to the bottom flux gives

1/(8x³) = 1/(4a²), so x = (a²/2)^(1/3).     (9)

For a = 20, x = 200^(1/3) ≈ 5.85, or a depth of 585 nm. The full expressions give 579 nm. Since the wall flux falls with depth, all wall below this point receives less than the bottom: 71 % of the wall.

**Your hole in numbers**

Take a precursor of molar mass 100 g/mol at 0.1 Torr and 573 K, and 4 adsorption sites per nm². These are round model parameters. The kinetic-theory arrival rate p/√(2πmkT), with p the pressure and m the molecular mass, is 1.467×10⁵ nm⁻² s⁻¹ at the opening. The direct rates inside are

bottom: 1.467×10⁵ × 6.242×10⁻⁴ ≈ 91.6 nm⁻² s⁻¹,
adjoining wall: 1.467×10⁵ × 1.559×10⁻⁵ ≈ 2.29 nm⁻² s⁻¹.

If sticking stayed at one while a surface in the plane of the opening received 10 nm of film, the bottom would receive about 0.006 nm and the wall beside it about 0.00016 nm, even ignoring the narrowing of the mouth. Such a process would not coat this hole usefully. The unit-sticking result is a limiting case, and it matters how quickly it changes when its assumptions are relaxed.

**If some molecules bounce**

Let s be the sticking probability, with the rest re-emitted diffusely (cosine law). The bottom then sends a fraction 1−s of its flux back up. A wall element at the corner has the bottom filling half of its cosine-weighted view, so it receives an additional (1−s)G/2. Near s = 1, ignoring re-emission from the walls,

bottom/wall ≈ G/[f + (1−s)G/2] ≈ 1/[1/(2a) + (1−s)/2].     (10)

The two terms in the bracket are equal when 1−s = 1/a. In your hole, 5 % re-emission is enough to halve the ratio in this estimate. The bottom is so much better supplied than the wall that even a small part of its flux matters to its neighbour.

For general s, divide the wall into rings and solve

φᵢ = dᵢ + Σⱼ Fᵢⱼ(1−sⱼ)φⱼ,     (11)

where φᵢ is the total flux on surface i, dᵢ its direct flux, and Fᵢⱼ the fraction of its view filled by surface j. I treat the bottom as one uniformly emitting disc. Dividing it into annuli lowers the ratios listed below by up to about 3 % (12.9, 3.02 and 1.32 in place of 13.0, 3.08 and 1.36), so their last digits are not significant. At a = 5 and s = 0.5, this balance was tested against a million random flights. The numbers stuck on the bottom and on roughly the lowest half diameter of wall agreed within five statistical standard deviations plus 1 %.

For a = 20, the ratio of the bottom to the wall directly beside it is:

- s = 0.99: 33.2 (equation (10) gives 33.3)
- s = 0.90: 13.0 (equation (10) gives 13.3)
- s = 0.50: 3.08
- s = 0.10: 1.36
- s = 0.01: 1.017

The approach to 1 has a simple reason. At s = 0 every surface re-emits all it receives, and a uniform flux φ = 1 solves equation (11), because the fractions of view, including the opening, add up to one. Orientation no longer matters when molecules arrive equally from all directions. The ratio comes close to 1 long before the flux is uniform along the hole: at s = 0.01 the bottom still receives only about 6 % of the flux at the opening (about 0.2 % at s = 0.10 and 57 % at s = 0.001). A ratio near 1 says that the bottom represents its neighbourhood, not that the hole is coated evenly from top to bottom.

For the values of s listed here, the wall directly beside the bottom is no longer the thinnest place. Re-emission from the bottom helps the wall close to it most, while the supply from above increases towards the opening. For s ≥ 0.6 this rise comes mainly from the direct flux; near s = 0.5 the direct and re-emitted parts are comparable; for s ≤ 0.3 it comes mainly from molecules re-emitted by the wall higher up (at s = 0.10 the direct flux is only about 4 % of the total at the thinnest spot). Between these opposing trends lies a minimum. It sits about 40 nm above the bottom for s = 0.99 and about 140 nm above it for s = 0.90, where the bottom receives 26 times as much as this thinnest spot. At s = 0.10 the minimum is at about 270 nm and the factor is still 2.7, although the corner ratio is only 1.36. A thickness reading right at the corner would miss it. At s = 0.01 the minimum is back at about 50 nm, but there the factor is just 1.02. I have no simple formula for this return.

**What saturation does in ALD**

In ALD a site can be used once per dose. Let θ be the fraction of sites covered, n the site density, and s = 1−θ, so that a bare surface has unit sticking and a full one reflects everything. Then

dθ/dt = (J₀φ/n)(1−θ),     (12)

with φ from equation (11) at each instant.

Early in the dose, coverage is proportional to direct flux and the ratio is 2a. It falls as the bottom begins to fill and reflect. A rough estimate follows from equation (10) with 1−s replaced by the bottom coverage θ_b. While both coverages are small, the wall gains dθ_w ≈ [1/(2a) + θ_b/2] dθ_b, and integration gives

θ_w ≈ θ_b/(2a) + θ_b²/4.     (13)

At θ_b = 0.10 this is 0.0025 + 0.0025 = 0.005. The full calculation gives 0.0057, a coverage ratio of 17.5. The estimate is about 13 % low; it leaves out re-emission from the walls and the factor 1−θ_b by which the bottom's own uptake slows. The full calculation for your hole gives:

- bottom coverage 0.01 at 0.42 ms: ratio 35
- bottom coverage 0.10 at 3.5 ms: ratio 17
- bottom coverage 0.50 at 12.6 ms: ratio 4.1

When the bottom is half covered, the wall beside it has reached only 12 %, and the thinnest wall, about one diameter above the bottom, only about 6 %. The last spot on the wall to become half covered lies about 40 nm above the bottom and gets there at about 17.5 ms (17.6 ms with finer rings and time steps). Judged by half coverage, the dose must therefore be 17.5/12.6 ≈ 1.4 times as long as the bottom alone suggests. Judged by 90 % coverage the factor is only about 1.04, and by 99 % about 1.01.

This factor is far smaller than 40 because the direct flux is no longer the main supply. With direct flux alone, equation (12) would give half coverage after n ln 2/(J₀φ): 4 × 0.693/91.6 s ≈ 30 ms for the bottom and 4 × 0.693/2.29 s ≈ 1.2 s for the corner wall. Reflection from covered surfaces shortens both times: the bottom looks far up the hole and is already half covered while the half-covered zone on the wall is still about four diameters above it (the direct flux is then only about a fifth of its supply), whereas the corner wall fills mainly when that zone has moved down to it. The corner wall, whose direct supply was far smaller, gains far more. The bottom is not the main reason: wall at the same depth in a deeper hole, with no bottom nearby, is half covered at about 19 ms, against about 17 ms for the corner wall here. Once the dose has saturated every surface, this model leaves no thickness difference.

**How close is this to a real hole?**

The dimensions are rough values for a DRAM-capacitor type of hole; advanced ones can be narrower and have larger aspect ratios. The assumption most likely to fail is unit sticking. Many thermal ALD precursors stick far less readily, and at a constant s = 0.01 the factor of 40 has shrunk to 1.017 beside the bottom. At a = 20 the large factor is therefore relevant to very reactive species and short doses, not to ALD in general. How low the sticking must be depends on the aspect ratio. At constant s = 0.01, equation (11) gives a bottom flux about 1.1 times that of the thinnest wall for a = 40, about 1.7 times for a = 60 and about 4 times for a = 100, with the minimum about 2, 6 and 16 diameters above the bottom. At s = 0.001 the factor stays below 1.01 up to a = 100.

The other corrections are smaller for these numbers:

- **Gas collisions.** For molecules 0.6 nm across, the mean free path is about 370 µm, against a depth of 2 µm. This is for pure precursor at 0.1 Torr; a carrier gas at higher total pressure shortens it, to roughly 40 µm at 1 Torr and 4 µm at 10 Torr of nitrogen. A single-scattering estimate with isotropic scattering then lowers the unit-sticking corner ratio from 40 to about 39.5 and 35. A 100 g/mol molecule is scattered mostly forward by nitrogen, and with hard-sphere collisions the same estimate gives about 39 and 32.
- **Transit time.** Diffusion through the hole takes about 0.35 µs, against doses of milliseconds, so solving equation (11) at each instant is justified as long as re-emitted molecules leave the wall quickly. A molecule that reaches the bottom of a fully reflecting hole hits the wall about 240 times on the way. With a residence time of 10⁻¹³ s × exp(E/kT) per hit, this adds about 5 µs for an adsorption energy E = 0.6 eV, 0.3 ms for 0.8 eV and 15 ms for 1.0 eV.
- **Narrowing.** A uniform 5 nm film on the wall raises a from 20 to 22.2, and 2a by 11 %. A 5 nm narrowing of the rim at the mouth alone lowers both fluxes but leaves the corner ratio at 40, because the distance from the axis to the lower wall is unchanged.

Desorption, surface diffusion and by-products that block sites are left out, and I have not estimated them. The dose times also assume that the precursor pressure at the opening stays at 0.1 Torr. A square array of such holes at 150 to 200 nm pitch takes up the precursor held in 4 to 7 cm of gas at that pressure, and feeding it by diffusion across 5 mm of nitrogen at 1 Torr takes roughly 10 to 20 ms, so in a dense array the doses can be longer than quoted.

Taper deserves a separate remark, because one might expect a wall tilted towards the opening to collect much more. Keep the opening at 100 nm and narrow the bottom to 70 nm, a wall tilt δ of 0.43°. In equation (1), the mean of v·n over the opening is the distance from the centre of the opening to the tangent plane of the wall. That plane passes through the rim, so the distance is R cos δ, with R the radius of the opening. The deep-hole ratio becomes L/(R cos δ), still 40 here, and direct integration gives 40.02. The tilt does help the wall, but the corner has also moved towards the axis, and the two effects cancel. For this straight cone, using the bottom diameter in 2a would wrongly give 57. The cancellation is special to the straight cone: if the hole narrows to 70 nm over its upper 200 to 1500 nm and is vertical below, the corner ratio is about 47 to 51.

For a supply whose intensity is nearly constant within a few degrees of the axis, the angular shape matters little for the ratio, because all direct rays to the corner lie within about 1/a rad (3°) of the axis. A supply that is weak on the axis lowers the ratio: an intensity proportional to the square of the sine of the angle from the axis gives 30 at a = 20. For an intensity proportional to the m-th power of the cosine of the angle from the axis, the corner ratio at a = 20 is 40.1 for m = 10, 40.7 for m = 100 and about 47 for m = 1000. Among such lobes only strong collimation raises it: a beam parallel to the axis would coat the bottom and miss a straight wall entirely, making the ratio unbounded. A lobe tilted away from the axis makes the ratio differ between the two sides of the hole: about 39 and 42 for m = 10 tilted by 30°, and about 30 and 61 for m = 100 tilted by 30°.

**What to use as a criterion**

Do not accept the hole on bottom thickness alone unless you know that sticking is low enough for your aspect ratio (a constant sticking of 0.01 is low enough at a = 20 but not at a = 60 or more; in a self-limiting dose with s = 0.01(1−θ) at a = 60, the bottom's lead over the thinnest wall is down to about 6 % at bottom coverage 0.1 and 1 % at 0.5) or that the dose saturates the wall as well. Look for the minimum along the lower wall: up to about three diameters above the bottom in the a = 20 cases, and farther up in deeper holes. Your simulated profile should show a ratio near 40 at the corner if it really uses unit sticking and an isotropic source. In a straight hole with an isotropic source and without gas collisions, a much smaller value would point to re-emission or saturation. Geometry can also lower it: below a 100 nm neck 200 nm long, a lower part 120 nm or 150 nm wide gives about 33 or 26. A coarse mesh lowers it only slowly, because the wall flux changes little near the bottom: averaging over a lowest wall cell one diameter high still gives about 37. The numerical output below lists the values for your hole.

Numbers as computed

```
Opening diameter 100 nm, depth 2000 nm
Aspect ratio a = 20.0
Pressure 0.1 Torr, temperature 573 K
Molar mass 100 g/mol, sites 4.0 per nm2
Bottom mean flux / opening flux: 6.2422e-04
  deep-hole form 1/(4a^2): 6.2500e-04
Adjoining wall flux / opening flux: 1.5586e-05
  deep-hole form 1/(8a^3): 1.5625e-05
Mean bottom / adjoining wall: 40.050
Corner bottom / corner wall: 40.025
Deep-hole ratio 2a: 40.000
For a = 1: mean ratio 2.828, corner ratio 2.414
Arrival rate at opening: 1.467e+05 per nm2 per s
Direct arrival at bottom: 91.60 per nm2 per s
Direct arrival at adjoining wall: 2.287 per nm2 per s
Wall flux equals bottom flux at depth 579 nm
  estimate (a^2/2)^(1/3) D: 585 nm
Share of wall below that depth: 71.0 %
Sticking s: bottom/adjoining wall, estimate near s=1,
            bottom/thinnest wall, height of thinnest wall
  s=1.00: 40.0201, 40.00, 40.0201, 0.5 nm
  s=0.99: 33.2393, 33.33, 34.6316, 43.9 nm
  s=0.90: 12.9520, 13.33, 26.4324, 135.3 nm
  s=0.50: 3.0839, not used, 12.5871, 235.9 nm
  s=0.10: 1.3561, not used, 2.6629, 268.8 nm
  s=0.01: 1.0174, not used, 1.0219, 52.4 nm
Self-limiting dose with initial sticking 1:
  sites / arrival rate at opening: 27.26 us
  bottom coverage 0.01 at 0.418 ms: adjoining wall 0.00028, ratio 35.40
  bottom coverage 0.10 at 3.492 ms: adjoining wall 0.00573, ratio 17.46
  bottom coverage 0.50 at 12.589 ms: adjoining wall 0.12289, ratio 4.07
  last wall spot half covered at 17.530 ms
  its height above the bottom: 43.9 nm
Taper to 70 nm bottom, tilt 0.430 deg: corner ratio 40.019
Mean free path (0.6 nm molecules): 371 um
Diffusive transit time of the hole: 0.345 us
Aspect ratio with 5 nm film on the wall: 22.22
```
